# LS–jj recoupling of two electrons and the sp J=1 levels

## 1. Definitions and conventions

Two electrons have orbital momenta $l_1,l_2$ and spins $s_1=s_2=\tfrac12$. All angular momenta are in units of $\hbar$. Of the several ways to combine their four momenta to a total $J$ with projection $M$, two are used here:

$$|LS;JM\rangle=|(l_1l_2)L,(s_1s_2)S;JM\rangle,$$
$$|j_1j_2;JM\rangle=|(l_1s_1)j_1,(l_2s_2)j_2;JM\rangle .$$

The order inside each bracket is the order of coupling. It is part of the definition, because interchanging $a$ and $b$ in a coupling to $c$ multiplies the state by $(-1)^{a+b-c}$. Clebsch–Gordan coefficients $\langle a\alpha\,b\beta|c\gamma\rangle$ follow the Condon–Shortley convention: they are real, and for $\gamma=c$ the coefficient with $\alpha=a$ is positive.

The Wigner 3j symbol is related to them by

$$\langle a\alpha\,b\beta|c\gamma\rangle=(-1)^{a-b+\gamma}\sqrt{2c+1}\begin{pmatrix}a&b&c\\ \alpha&\beta&-\gamma\end{pmatrix}.\tag{1}$$

Reversing all three projections in a 3j symbol multiplies it by $(-1)^{a+b+c}$.

The 9j symbol is a sum over all nine projections of six 3j symbols, one for each row and one for each column of the array. Each entry carries the same projection in its row and in its column.

The result to be derived is

$$\langle LS;JM|j_1j_2;J'M'\rangle=\delta_{JJ'}\delta_{MM'}\,\Pi\begin{Bmatrix}l_1&l_2&L\\ s_1&s_2&S\\ j_1&j_2&J\end{Bmatrix},\tag{2}$$
$$\Pi=\sqrt{(2L+1)(2S+1)(2j_1+1)(2j_2+1)} .$$

Electrons are at first treated as labelled. Antisymmetry is added in section 4.

## 2. The overlap does not depend on M

Both sets consist of eigenstates of the Hermitian operators $J^2$ and $J_z$, so states with different $J$ or $M$ are orthogonal. For equal $J$ and $M<J$, the raising operator gives, in both schemes,

$$J_+|JM\rangle=c\,|J,M+1\rangle,\qquad c=\sqrt{J(J+1)-M(M+1)} .$$

Therefore

$$\langle LS;J,M{+}1|j_1j_2;J,M{+}1\rangle=\frac{1}{c^2}\langle LS;JM|J_-J_+|j_1j_2;JM\rangle=\langle LS;JM|j_1j_2;JM\rangle ,$$

because $J_-J_+$ has the eigenvalue $c^2$. The overlap is one number $R$ for the whole multiplet.

## 3. From six couplings to the 9j symbol

Let $m_i,\mu_i,n_i$ be the projections of $l_i,s_i,j_i$. Expanding both states in products of one-electron functions gives

$$\begin{aligned}R=\sum&\langle l_1m_1l_2m_2|LM_L\rangle\langle s_1\mu_1s_2\mu_2|SM_S\rangle\langle LM_LSM_S|JM\rangle\\&\times\langle l_1m_1s_1\mu_1|j_1n_1\rangle\langle l_2m_2s_2\mu_2|j_2n_2\rangle\langle j_1n_1j_2n_2|JM\rangle .\end{aligned}$$

The sum runs over all projections except $M$. Now insert (1) six times. The square roots combine to $(2J+1)\Pi$, since two of the couplings end in $J$. The phase exponents add up to

$$(l_1-l_2+M_L)+(s_1-s_2+M_S)+(L-S+M)$$
$$+(l_1-s_1+n_1)+(l_2-s_2+n_2)+(j_1-j_2+M).$$

With $M_L+M_S=M$ and $n_1+n_2=M$, this is

$$2l_1-2s_2+L-S+j_1-j_2+4M .$$

The projections do not yet match the pattern of a 9j symbol. For example, $L$ appears with $-M_L$ in its row and with $+M_L$ in its column. Reversing all projections in the two 3j symbols that contain $J$ cures this. The six symbols are then

$$\begin{pmatrix}l_1&l_2&L\\m_1&m_2&-M_L\end{pmatrix}\begin{pmatrix}s_1&s_2&S\\\mu_1&\mu_2&-M_S\end{pmatrix}\begin{pmatrix}j_1&j_2&J\\-n_1&-n_2&M\end{pmatrix}$$

for the rows and

$$\begin{pmatrix}l_1&s_1&j_1\\m_1&\mu_1&-n_1\end{pmatrix}\begin{pmatrix}l_2&s_2&j_2\\m_2&\mu_2&-n_2\end{pmatrix}\begin{pmatrix}L&S&J\\-M_L&-M_S&M\end{pmatrix}$$

for the columns. The two reversals add $(j_1+j_2+J)+(L+S+J)$ to the exponent, which becomes

$$2l_1-2s_2+2L+2j_1+2J+4M .$$

For two electrons $l_1,L,J,M$ are integers, while $2s_2=1$ and $2j_1$ are odd. The exponent is even and the phase is $+1$.

Let $Q_M$ be the sum of the product of these six symbols at fixed $M$. Then $R=(2J+1)\,\Pi\,Q_M$. Since $R$ does not depend on $M$, neither does $Q_M$. The 9j symbol also sums over $M$, so it equals $(2J+1)Q_M$. Hence $R=\Pi$ times the 9j symbol, which is (2).

For given $l_1,l_2,J$, both sets are orthonormal bases of the same space. The real matrix $R$ is therefore orthogonal: its transpose takes one back from jj to LS. As a numerical test, 72 coefficients for sp, pp and pd were compared with the sum over projections; the largest absolute deviation is $3\times10^{-16}$.

## 4. Antisymmetry

Let $P$ exchange the two electrons.

**Inequivalent electrons.** Let $\psi$ and $\chi$ both have electron 1 in the first shell and electron 2 in the second. The normalized antisymmetric states are $(1-P)\psi/\sqrt2$ and $(1-P)\chi/\sqrt2$, with overlap

$$\tfrac12\left(\langle\psi|\chi\rangle+\langle P\psi|P\chi\rangle-\langle\psi|P\chi\rangle-\langle P\psi|\chi\rangle\right)=\langle\psi|\chi\rangle .$$

The last two terms vanish because the orbitals of the two shells are orthogonal. The first two are equal because $P$ is unitary. Formula (2) holds unchanged.

**Equivalent electrons.** With $l_1=l_2=l$ and one radial function, exchange reverses the order of coupling in both the orbital and the spin part. An LS state acquires the factor

$$(-1)^{2l-L}(-1)^{1-S}=(-1)^{L+S+1},$$

so $L+S$ must be even. For $j_1\ne j_2$ the states $|j_1j_2;J\rangle$ and $P|j_1j_2;J\rangle$ are orthogonal, and the normalized state is $(1-P)|j_1j_2;J\rangle/\sqrt2$. Since $P$ acting to the left on an allowed LS state gives $-1$,

$$\langle LS;J|\frac{1-P}{\sqrt2}|j_1j_2;J\rangle=\frac{1+1}{\sqrt2}R=\sqrt2\,R .$$

For $j_1=j_2=j$, exchange gives $(-1)^{2j-J}=-(-1)^J$, because $2j$ is odd. Even $J$ is already antisymmetric and keeps the factor 1; odd $J$ is excluded.

The configuration $p^2$ tests these factors. At $J=2$, explicit antisymmetrization gives $^3P_2$ the coefficients 0.577 on $(\tfrac12,\tfrac32)$ and 0.816 on $(\tfrac32,\tfrac32)$. Their squares, $\tfrac13$ and $\tfrac23$, add up to one; without the $\sqrt2$ they would not.

## 5. The sp configuration at J=1

Let electron 1 be the s electron and electron 2 the p electron. Then $L=1$, $j_1=\tfrac12$, and $J=1$ occurs twice in each scheme: as $^1P_1,{}^3P_1$, and as $(\tfrac12,\tfrac12),(\tfrac12,\tfrac32)$. By section 2 it is enough to work at $M=1$. Let $p_m$ be the p orbital with projection $m$, and let $\alpha\beta$ mean s spin up, p spin down.

**LS states.** The singlet spin function is $(\alpha\beta-\beta\alpha)/\sqrt2$, so

$$|^1P_1\rangle=\frac{1}{\sqrt2}\,p_1(\alpha\beta-\beta\alpha).$$

For the triplet, the $J=2$, $M=2$ state has $M_L=M_S=1$. Lowering it gives the equal sum of $(M_L,M_S)=(0,1)$ and $(1,0)$. The $J=1$ state is orthogonal to this sum, with the $M_L=1$ part positive:

$$|^3P_1\rangle=\frac1{\sqrt2}\left[p_1\frac{\alpha\beta+\beta\alpha}{\sqrt2}-p_0\,\alpha\alpha\right]=\frac12p_1\alpha\beta+\frac12p_1\beta\alpha-\frac1{\sqrt2}p_0\alpha\alpha .$$

**States of the p electron.** Start from $|\tfrac32\tfrac32\rangle=p_1\alpha$. Lowering gives $\sqrt3\,|\tfrac32\tfrac12\rangle=\sqrt2\,p_0\alpha+p_1\beta$. The orthogonal combination, with the $p_1$ part positive, is the $j=\tfrac12$ state:

$$|\tfrac32\tfrac12\rangle=\sqrt{\tfrac23}\,p_0\alpha+\sqrt{\tfrac13}\,p_1\beta,\qquad |\tfrac12\tfrac12\rangle=\sqrt{\tfrac23}\,p_1\beta-\sqrt{\tfrac13}\,p_0\alpha .$$

**jj states.** Two momenta $\tfrac12$ reach $J=M=1$ when both point up. Placing the spin $\alpha$ of the s electron in front gives

$$|(\tfrac12,\tfrac12)\rangle=\sqrt{\tfrac23}\,p_1\alpha\beta-\frac1{\sqrt3}\,p_0\alpha\alpha .$$

For $j_2=\tfrac32$, lower the $J=M=2$ state $\alpha|\tfrac32\tfrac32\rangle$:

$$2\,|J{=}2,M{=}1\rangle=\beta|\tfrac32\tfrac32\rangle+\sqrt3\,\alpha|\tfrac32\tfrac12\rangle .$$

The orthogonal state, with the $n_1=+\tfrac12$ part positive, is

$$|(\tfrac12,\tfrac32)\rangle=\frac12\alpha|\tfrac32\tfrac12\rangle-\frac{\sqrt3}2\beta|\tfrac32\tfrac32\rangle=\frac1{2\sqrt3}p_1\alpha\beta-\frac{\sqrt3}2p_1\beta\alpha+\frac1{\sqrt6}p_0\alpha\alpha .$$

**The four overlaps.**

$$\langle^1P_1|(\tfrac12,\tfrac12)\rangle=\frac1{\sqrt2}\sqrt{\frac23}=\frac1{\sqrt3},$$
$$\langle^1P_1|(\tfrac12,\tfrac32)\rangle=\frac1{\sqrt2}\left(\frac1{2\sqrt3}+\frac{\sqrt3}2\right)=\frac1{\sqrt2}\,\frac{2}{\sqrt3}=\sqrt{\frac23},$$
$$\langle^3P_1|(\tfrac12,\tfrac12)\rangle=\frac12\sqrt{\frac23}+\frac1{\sqrt2\sqrt3}=\frac{2}{\sqrt6}=\sqrt{\frac23},$$
$$\langle^3P_1|(\tfrac12,\tfrac32)\rangle=\frac12\left(\frac1{2\sqrt3}-\frac{\sqrt3}2\right)-\frac1{\sqrt2\sqrt6}=-\frac1{2\sqrt3}-\frac1{2\sqrt3}=-\frac1{\sqrt3}.$$

With rows $^1P_1,{}^3P_1$ and columns $(\tfrac12,\tfrac12),(\tfrac12,\tfrac32)$,

$$T=\frac1{\sqrt3}\begin{pmatrix}1&\sqrt2\\\sqrt2&-1\end{pmatrix}.\tag{3}$$

Division by $\Pi$ gives the 9j symbols. For $S=0$, $\Pi=\sqrt{12}$ and $\sqrt{24}$, and both symbols are $\tfrac16$. For $S=1$, $\Pi=6$ and $\sqrt{72}$, and the symbols are 0.1361 and $-0.0680$. The independently evaluated 9j symbols agree.

Another coupling order can change the signs of whole rows or columns of $T$. It cannot change the squares $\tfrac13,\tfrac23$, nor the fact that the product of all four elements is negative.

## 6. The Hamiltonian in both bases

Consider one sp configuration with a common radial function for both $p_{1/2}$ and $p_{3/2}$. The interactions kept are the Coulomb repulsion and the spin–orbit energy $\zeta\,\mathbf l\cdot\mathbf s$ of the p electron. Energies are counted from the direct Coulomb energy $F^0$ plus the orbital energies.

**Coulomb part.** The spatial function is symmetric for the singlet and antisymmetric for the triplet, so their energies are $+X$ and $-X$, where $X$ is the exchange integral. Expand $1/r_{12}$ in multipoles:

$$\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(1)Y_{kq}(2).$$

In the exchange integral each electron contributes an angular integral over $Y_{00}=1/\sqrt{4\pi}$, a p harmonic and $Y_{kq}$. It vanishes unless $k=1$, and then equals $1/\sqrt{4\pi}$ for matching projections. The angular factor is thus $\frac{4\pi}3\cdot\frac1{4\pi}=\frac13$, and $X=G^1/3$, where $G^1$ is the radial exchange integral for $k=1$. In the direct integral the s density is spherical, so $k=0$ alone contributes. It shifts all levels equally. Below, $X>0$ and $\zeta>0$.

**Spin–orbit part.** From $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-s(s+1)]$, the energy is $-\zeta$ for $p_{1/2}$ and $+\zeta/2$ for $p_{3/2}$. This part is diagonal in jj coupling, and $T$ carries it to the LS basis:

$$\begin{aligned}
(^1P_1,{}^1P_1)&:\ \tfrac13(-\zeta)+\tfrac23\cdot\tfrac\zeta2=0,\\
(^3P_1,{}^3P_1)&:\ \tfrac23(-\zeta)+\tfrac13\cdot\tfrac\zeta2=-\tfrac\zeta2,\\
(^1P_1,{}^3P_1)&:\ \tfrac{\sqrt2}3(-\zeta)-\tfrac{\sqrt2}3\cdot\tfrac\zeta2=-\tfrac{\zeta}{\sqrt2}.
\end{aligned}$$

Hence

$$H_{LS}=\begin{pmatrix}X&-\zeta/\sqrt2\\-\zeta/\sqrt2&-X-\zeta/2\end{pmatrix}.$$

In the other direction, $T^{\mathsf T}\mathrm{diag}(X,-X)\,T$ has diagonal elements $\frac X3-\frac{2X}3=-\frac X3$ and $\frac{2X}3-\frac X3=\frac X3$. Its off-diagonal element is $\frac{\sqrt2X}3+\frac{\sqrt2X}3$. Thus

$$H_{jj}=\begin{pmatrix}-\zeta-X/3&2\sqrt2X/3\\2\sqrt2X/3&\zeta/2+X/3\end{pmatrix}.$$

Spin–orbit coupling mixes the LS states; exchange mixes the jj states.

**Levels and weights.** The mean of the diagonal elements is $-\zeta/4$, and half their difference in $H_{LS}$ is $X+\zeta/4$. Therefore

$$E_\pm=-\frac\zeta4\pm R_0,\qquad R_0=\sqrt{\left(X+\frac\zeta4\right)^2+\frac{\zeta^2}2}.\tag{4}$$

$J=0$ and $J=2$ occur once each, so both schemes name the same state there. $J=0$ requires $j_2=\tfrac12$ and $J=2$ requires $j_2=\tfrac32$; both are triplets. Their energies are $-X-\zeta$ and $-X+\zeta/2$.

The projector on the upper $J=1$ state is $\frac12[1+(H+\zeta/4)/R_0]$, since it gives 1 on $E_+$ and 0 on $E_-$. Its diagonal elements are the weights in the upper state:

$$w(^1P_1)=\frac12\left[1+\frac{X+\zeta/4}{R_0}\right],\qquad w(\tfrac12,\tfrac32)=\frac12\left[1+\frac{X/3+3\zeta/4}{R_0}\right].\tag{5}$$

The lower state is orthogonal to the upper one, so it has the same weights on $^3P_1$ and $(\tfrac12,\tfrac12)$.

## 7. Two limits and the point between them

**Weak spin–orbit coupling, $\zeta\ll X$.** To second order in $\zeta$,

$$E_+\approx X+\frac{\zeta^2}{4X},\qquad E_-\approx-X-\frac\zeta2-\frac{\zeta^2}{4X}.$$

The upper state contains $^3P_1$ with weight about $(\zeta/\sqrt2)^2/(2X)^2=\zeta^2/8X^2$. To first order the triplet levels $J=0,1,2$ have intervals $\zeta/2$ and $\zeta$, in the ratio 1:2. The jj label is poor here: $w(\tfrac12,\tfrac32)$ tends to $\tfrac23$, the squared element of $T$.

**Strong spin–orbit coupling, $\zeta\gg X$.** To first order in $X$, $H_{jj}$ gives $E_+\approx\zeta/2+X/3$ and $E_-\approx-\zeta-X/3$. The four levels form two pairs: $J=0,1$ near $-\zeta$, and $J=2,1$ near $\zeta/2$. Exchange splits the pairs by $2X/3$ and $4X/3$. Now $w(^1P_1)$ tends to $\tfrac23$.

**Equal purity.** The weights (5) are equal when $X+\zeta/4=X/3+3\zeta/4$, that is, at

$$\zeta=\frac43X .$$

Below this ratio the LS label has the larger weight, above it the jj label. At the ratio itself $R_0^2=\frac{16}9X^2+\frac89X^2=\frac{24}9X^2$, and both weights are $\frac12(1+4/\sqrt{24})=0.908$. In this model with $\zeta>0$, then, the better of the two labels never has a weight below 0.908 (for $\zeta<0$ the same matrix gives a lower minimum, $\frac12(1+1/\sqrt3)=0.789$ at $\zeta=-\frac43X$): as $\zeta/X$ grows, $w(^1P_1)$ falls and $w(\tfrac12,\tfrac32)$ rises. To see this, write (5) as $w=\frac12[1+(1+t^2)^{-1/2}]$, which falls as $t$ grows. For $^1P_1$, (4) gives $t=\dfrac{\zeta/\sqrt2}{X+\zeta/4}=\dfrac{1/\sqrt2}{X/\zeta+1/4}$, which grows with $\zeta/X$. For $(\tfrac12,\tfrac32)$, expanding the squares shows $R_0^2=(X/3+3\zeta/4)^2+8X^2/9$, so $t=\dfrac{2\sqrt2/3}{1/3+3\zeta/(4X)}$, which falls as $\zeta/X$ grows.

## 8. A worked model

Take $G^1=1.5$ eV and $\zeta=0.4$ eV as round model parameters. Then $X=0.5$ eV and $\zeta/X=0.8$, on the LS side of the equal-purity point. From (4),

$$R_0=\sqrt{0.6^2+0.08}\ \text{eV}=0.6633\ \text{eV},\qquad E_\pm=(-0.1\pm0.6633)\ \text{eV}.$$

| Level | Energy (eV) |
|---|---|
| $J=0$ | $-0.900$ |
| $J=1$, lower | $-0.763$ |
| $J=2$ | $-0.300$ |
| $J=1$, upper | $0.563$ |

The lower three levels have intervals 0.137 and 0.463 eV, in the ratio 1:3.4 instead of 1:2. The cause is the off-diagonal element $-0.283$ eV, which pushes the lower $J=1$ level down from $-0.700$ eV. The levels $J=0$ and $J=2$ have no partner and stay in place.

The weights in the upper state are

$$w(^1P_1)=\tfrac12\left(1+\frac{0.6}{0.6633}\right)=0.952,\qquad w(\tfrac12,\tfrac32)=\tfrac12\left(1+\frac{0.4667}{0.6633}\right)=0.852 .$$

The signs in $T$ matter for the second number. The upper state has LS amplitudes $0.976$ and $-0.218$, so its $(\tfrac12,\tfrac32)$ amplitude is

$$0.976\sqrt{\tfrac23}+(-0.218)\left(-\frac1{\sqrt3}\right)=0.797+0.126=0.923,$$

whose square is 0.852. Adding weights without interference would give only $\frac23(0.952)+\frac13(0.048)=0.651$.

Diagonalization in all twelve determinants of the configuration tests the levels and weights. It gives these upper-state weights:

| $\zeta/X$ | $w(^1P_1)$ | $w(\tfrac12,\tfrac32)$ |
|---|---|---|
| 0.1 | 0.999 | 0.699 |
| 0.8 | 0.952 | 0.852 |
| 1.333 | 0.908 | 0.908 |
| 4 | 0.789 | 0.981 |
| 20 | 0.695 | 0.999 |

The first and last rows approach the limiting value $\tfrac23$ for the unsuitable label. The full figures are in the numerical output.

## 9. Where the result applies

Formula (2) is a statement about angular momentum and does not depend on the strength of any interaction. Its use between actual atomic states needs the same radial functions on both sides. If $p_{1/2}$ and $p_{3/2}$ have different radial functions, as they may in a two-component calculation, the overlaps with LS states built on one common p function also contain radial overlap integrals. Matrix (3) alone then no longer connects the two sets.

Formulas (4) and (5) need more: a single configuration, one p radial function shared by the singlet and the triplet, and no relativistic two-electron terms such as spin–other-orbit coupling. The shared radial function is a real restriction. Exchange with the s electron repels the p electron in the singlet and attracts it in the triplet, so in atoms such as Be or Mg the singlet p orbital is the more diffuse one. The singlet–triplet element is then smaller in magnitude than $\zeta/\sqrt2$, with $\zeta$ taken from the triplet splitting, and (5) overestimates the mixing. Mixing with another configuration enlarges the $J=1$ matrix, and two weights no longer describe the state.

## Calculated quantities

```
recoupling coefficients checked (sp, pp, pd): 72
largest deviation from projection sum: 3.3e-16
1P1, (1/2,1/2): 9j = 0.166667, T = 0.577350, T^2 = 0.333333
1P1, (1/2,3/2): 9j = 0.166667, T = 0.816497, T^2 = 0.666667
3P1, (1/2,1/2): 9j = 0.136083, T = 0.816497, T^2 = 0.666667
3P1, (1/2,3/2): 9j = -0.068041, T = -0.577350, T^2 = 0.333333
M=1 amplitudes: p1 up-down, p1 down-up, p0 up-up (s spin first)
  1P1: 0.707107, -0.707107, 0.000000
  3P1: 0.500000, 0.500000, -0.707107
  (1/2,1/2): 0.816497, 0.000000, -0.577350
  (1/2,3/2): 0.288675, -0.866025, 0.408248
p^2 J=0, L=0, S=0: (1/2,1/2): 0.577350, (3/2,3/2): 0.816497
p^2 J=0, L=1, S=1: (1/2,1/2): 0.816497, (3/2,3/2): -0.577350
p^2 J=2, L=1, S=1: (1/2,3/2): 0.577350, (3/2,3/2): 0.816497
p^2 J=2, L=2, S=0: (1/2,3/2): -0.816497, (3/2,3/2): 0.577350
model input: G1 = 1.500 eV, zeta = 0.400 eV
X = G1/3 = 0.500 eV, zeta/X = 0.800, R = 0.66332 eV
H_LS (eV): 11 = 0.50000, 12 = -0.28284, 22 = -0.70000
H_jj (eV): 11 = -0.56667, 12 = 0.47140, 22 = 0.36667
level J=0: -0.90000 eV
level J=1 lower: -0.76332 eV
level J=2: -0.30000 eV
level J=1 upper: 0.56332 eV
upper J=1 amplitudes: 1P1 0.97584, 3P1 -0.21848
upper J=1 amplitudes: (1/2,1/2) 0.38502, (1/2,3/2) 0.92291
upper J=1 weights: 1P1 0.95227, (1/2,3/2) 0.85176
upper J=1 weights from determinants against zeta/X:
  zeta/X = 0.1000: 1P1 0.99881, (1/2,3/2) 0.69871
  zeta/X = 0.8000: 1P1 0.95227, (1/2,3/2) 0.85176
  zeta/X = 1.3333: 1P1 0.90825, (1/2,3/2) 0.90825
  zeta/X = 4.0000: 1P1 0.78868, (1/2,3/2) 0.98113
  zeta/X = 20.0000: 1P1 0.69528, (1/2,3/2) 0.99906
equal purity at zeta/X = 1.333333
```
